\section*{One-parameter iterative CI: convergence, Coulomb breakdown and scaling for hydrogen}

\section{A finite CI matrix}

\textsc{Q.} Nakatsuji's simplest iterative CI replaces a long vector of CI coefficients by one number per step. What is that number, and why should so little freedom be enough?

\textsc{A.} Take first a finite real symmetric matrix $H$, such as a CI matrix, and a normalized real state $\psi$ with energy $E=\langle\psi|H|\psi\rangle$. The step is
\begin{equation}
\psi'\propto[1+C(H-E)]\psi ,
\end{equation}
with $C$ chosen to minimize the energy. Define the residual $\rho=(H-E)\psi$ and $\sigma^2=\langle\rho|\rho\rangle$. The residual is orthogonal to $\psi$, because $\langle\psi|H-E|\psi\rangle=0$. If $\sigma=0$, then $\psi$ is already an eigenstate. Otherwise $u=\rho/\sigma$ is a unit vector, and
\begin{equation}
\langle\psi|H|u\rangle=\langle\rho|u\rangle=\sigma,\qquad
\langle u|H|u\rangle=E+a,\qquad
a=\frac{\langle\rho|H-E|\rho\rangle}{\sigma^2}.
\end{equation}
The step is therefore a two-state problem. Writing its lower eigenvalue as $E-\delta$, we have
\begin{equation}
\det\begin{pmatrix}\delta&\sigma\\ \sigma&a+\delta\end{pmatrix}=0
\quad\Longrightarrow\quad \delta(\delta+a)=\sigma^2 .
\label{drop}
\end{equation}
For the eigenvector $\psi+yu$ the first row gives $\delta+y\sigma=0$. Since $yu=(y/\sigma)\rho$,
\begin{equation}
C=\frac{y}{\sigma}=-\frac{\delta}{\sigma^2}<0 .
\end{equation}
A level $E_k$ is multiplied by $1+C(E_k-E)$. The negative sign enlarges components below the mean energy and reduces those less than $2/|C|$ above it. Components more than $1/|C|$ above change sign, and those more than $2/|C|$ above grow in that step.

\textsc{Q.} That shows that the energy falls until the residual vanishes. Every eigenstate has zero residual. Why can the iteration not settle on an excited one?

\textsc{A.} It could if the ground component were absent, so we assume that the initial ground weight $w_0$ is positive. Let $E_g$ be the lowest eigenvalue, $M$ the highest, $W=M-E_g$ and $e=E-E_g$. The two eigenvalues of the two-state problem add up to $2E+a$, so the upper one is $E+a+\delta$. It cannot exceed $M$. Hence
\begin{equation}
a+\delta\le M-E\le W,\qquad \delta=\frac{\sigma^2}{a+\delta}\ge\frac{\sigma^2}{W}.
\label{width}
\end{equation}

Put $t=-C=1/(a+\delta)\ge1/W$. Before normalization, the ground amplitude is multiplied by $1-t(E_g-E)=1+te$. The squared norm becomes $1+t^2\sigma^2=1+t\delta$. The variational principle gives $\delta\le e$, so the new ground weight satisfies
\begin{equation}
\frac{w'}{w}=\frac{(1+te)^2}{1+t\delta}\ge1+te\ge1+\frac eW .
\end{equation}
The weight grows as long as the energy is too high, but it can never exceed one. Since $e_k\ge e_n$ for $k\le n$,
\begin{equation}
1\ge w_{n+1}\ge w_0\prod_{k=0}^{n}\left(1+\frac{e_k}{W}\right)
\ge w_0\left(1+\frac{e_n}{W}\right)^{n+1},
\end{equation}
and therefore
\begin{equation}
e_n\le W\left(w_0^{-1/(n+1)}-1\right)\longrightarrow0 .
\label{global}
\end{equation}
The limit is the lowest state of the given matrix. For a CI matrix this is the full-CI ground state if the matrix spans the full CI space of its orbitals. It is not the solution in a complete orbital basis. The assumption $w_0>0$ matters in practice: the step preserves spin and spatial symmetry, so a closed-shell singlet start has no weight on a triplet ground state and does not converge to it.

\textsc{Q.} Does the state converge as well, and is the rate as poor as this bound suggests?

\textsc{A.} Let $E_1$ be the first level above $E_g$. No level lies between the two, so
\begin{equation}
0\le\langle(H-E_g)(H-E_1)\rangle=\sigma^2-e(E_1-E).
\end{equation}
Once $E<E_1$, this and Eq.~\eqref{width} give
\begin{equation}
e'=e-\delta\le e\left(1-\frac{E_1-E}{W}\right),
\end{equation}
which is geometric convergence. Also $e\ge(1-w)(E_1-E_g)$, since all the remaining weight lies at or above $E_1$. Thus $w\to1$.

A 29-level model matrix makes the danger visible. Its lowest levels are 0 and 3 eV and its highest is 30 eV. The start is almost the first excited state, with ground weight $10^{-8}$. After 20 steps the error is still 2.9999 eV; after 40 it is 2.42 eV. The last inequality then requires $w\ge1-2.42/3=0.19$, so the ground weight has grown by more than seven orders of magnitude. The error falls below $10^{-6}$ eV at step 81. Equation~\eqref{global} is far looser: at $n=80$ it allows $30(10^{8/81}-1)\approx7.7$ eV.

\section{The Coulomb singularity}

\textsc{Q.} The true Hamiltonian is not a finite matrix. Does anything break, or does $W$ merely become large?

\textsc{A.} For hydrogen the first step can stop altogether. Use atomic units, fix the nucleus, and start from $\psi_0=\sqrt{\alpha^3/\pi}\,e^{-\alpha r}$. The Hamiltonian is $H=-\tfrac12\nabla^2-1/r$. Away from the nucleus $\nabla^2e^{-\alpha r}=(\alpha^2-2\alpha/r)e^{-\alpha r}$, and the mean energy is $E_0=\alpha^2/2-\alpha$. Thus
\begin{align}
\rho_0&=\left(-\frac{\alpha^2}{2}+\frac{\alpha-1}{r}
-\frac{\alpha^2}{2}+\alpha\right)\psi_0\nonumber\\
&=(\alpha-1)\left(\frac1r-\alpha\right)\psi_0 .
\end{align}
With $\langle1/r\rangle=\alpha$ and $\langle1/r^2\rangle=2\alpha^2$,
\begin{equation}
\sigma^2=(\alpha-1)^2(2\alpha^2-2\alpha^2+\alpha^2)
=\alpha^2(\alpha-1)^2 .
\end{equation}
The residual has a finite norm. Its energy is not finite. Near the nucleus $\rho_0\simeq A/r$, so the kinetic energy contains
\begin{equation}
\frac12\int_0 4\pi r^2\left(\frac{A}{r^2}\right)^2dr
=2\pi A^2\int_0\frac{dr}{r^2}=+\infty .
\end{equation}
The attraction contributes only $-4\pi A^2\int_0dr/r$, a weaker, logarithmic divergence. Any admixture of $\rho_0$, however small, costs infinite energy. For $\alpha\ne1$ the minimum is therefore at $C=0$, and the iteration stays at $\psi_0$. For $\alpha=1$ the residual vanishes because the start is exact.

\textsc{Q.} But $\nabla^2(1/r)=0$ away from the nucleus. If I integrate $\rho_0H\rho_0$ there, the strong kinetic divergence disappears.

\textsc{A.} That integral omits a delta function, since $-\tfrac12\nabla^2(1/r)=2\pi\delta(\mathbf r)$. What remains is the attraction, and the result appears to be $-\infty$. This would contradict the lower bound on hydrogen energies. The variational energy must be formed from gradients, which give $+\infty$.

\textsc{Q.} I would rather see a limit than an argument with infinite integrals.

\textsc{A.} Replace $1/r$ in the correction, but not in the Hamiltonian, by $1/(r+\eta)$. With $x=r+\eta$,
\begin{equation}
\int_0^\infty\frac{r^2dr}{(r+\eta)^4}
=\int_\eta^\infty\frac{(x-\eta)^2}{x^4}dx
=\frac1\eta-\frac1\eta+\frac1{3\eta}=\frac1{3\eta}.
\end{equation}
Since $\psi_0(0)^2=\alpha^3/\pi$, the leading kinetic energy of the correction is $2\alpha^3(\alpha-1)^2/(3\eta)$. Division by $\sigma^2$ gives $a\simeq2\alpha/(3\eta)$. The correction's overlaps with $\rho_0$ and $\psi_0$ tend to $\sigma^2$ and zero, so to leading order Eq.~\eqref{drop} gives
\begin{equation}
\delta\simeq\frac{\sigma^2}{a}=\frac32\,\eta\,\alpha(\alpha-1)^2 .
\end{equation}
The initial error is $e_0=\alpha^2/2-\alpha+\tfrac12=(\alpha-1)^2/2$. The fraction removed is thus $3\alpha\eta$, which vanishes with the cutoff.

For $\alpha=1.5$, or 2.835 per \aa ngstr\"om, the initial error is 3.401 eV. At $\eta=10^{-5}$ \AA\ the law gives
\begin{equation}
3(2.835)(10^{-5})(3.401\ \mathrm{eV})=2.89\times10^{-4}\ \mathrm{eV},
\end{equation}
in agreement with quadrature to about 0.1 per cent. At $10^{-2}$ \AA\ quadrature gives 0.228 eV and the law 0.289 eV, so that cutoff is outside the leading-order regime.

\textsc{Q.} Kinetic energy is unbounded for smooth problems too. How do you know that the singularity is to blame?

\textsc{A.} The oscillator $H=-\tfrac12\nabla^2+r^2/2$ separates the two. For $e^{-\beta r^2/2}$ the energy is $\tfrac34(\beta+1/\beta)$, and
\begin{equation}
\rho=\frac{1-\beta^2}{2}\left(r^2-\frac{3}{2\beta}\right)e^{-\beta r^2/2}.
\end{equation}
This has finite energy. At $\beta=1.5$ the first unscaled step removes 91 per cent of the error, although $H$ is unbounded. Unboundedness does remove the convergence proof based on $W$, but it does not by itself force $C=0$. What forces it is a $1/r$ term in the residual, which appears when the slope of $\psi$ at the origin does not match the potential. The oscillator started from $e^{-\alpha r}$ has the term $\alpha/r$ in its residual and stalls too. In hydrogen a smooth start leaves the term $-\psi(0)/r$, and only the cusp $\psi'(0)=-\psi(0)$ cancels it; the step need not preserve that cusp.

\textsc{Q.} In a finite basis every integral is finite. Does that cure hydrogen?

\textsc{A.} The finite-matrix proof applies, but the work grows with the basis. With polynomials times $e^{-\alpha r}$ at $\alpha=1.5$, 10, 20 and 40 functions give $W\approx1.28\times10^3$, $5.04\times10^3$ and $2.00\times10^4$ eV. The first step removes 18, 8.6 and 4.1 per cent of the error, and removing 90 per cent takes 30, 87 and 266 steps. These errors are relative to the lowest energy in the same basis. Convergence at fixed basis size thus coexists with a first step that weakens as the basis resolves the nucleus better.

\section{Multiplying the residual by $r$}

\textsc{Q.} What does scaling change? Multiplying an equation by $r$ should not create new information.

\textsc{A.} It changes the correction, not the energy being minimized. The scaled step is
\begin{equation}
\psi'\propto[1+C\,r(H-E)]\psi .
\end{equation}
Put $d=r\rho$. From the exponential start, $d_0=(\alpha-1)(1-\alpha r)\psi_0$, whose energy is finite. The derivative of the energy at $C=0$ is
\begin{equation}
2\langle d|H-E|\psi\rangle=2\langle\rho|r|\rho\rangle\equiv2\gamma .
\end{equation}
Since $r>0$ except at one point, $\gamma=0$ forces $\rho=0$ away from the nucleus.

\textsc{Q.} And at that one point? You have just warned me about a delta function there.

\textsc{A.} The objection is justified: $r\delta(\mathbf r)=0$, so the scaled equation does not see a source at the nucleus. It admits decaying functions with a $1/r$ singularity at energies that are not hydrogen levels. One at $-6.67$ eV has $r\psi=-0.275$ at the nucleus, in an arbitrary norm. Such functions have infinite kinetic energy. The scaled equation is equivalent to the Schr\"odinger equation here once finite energy is imposed. The iterates meet this condition, being polynomials times $e^{-\alpha r}$.

\textsc{Q.} How large is the first scaled step?

\textsc{A.} Besides $\gamma$, define
\begin{equation}
s=\langle\psi|d\rangle,\qquad b=\langle d|d\rangle,\qquad h=\langle d|H-E|d\rangle .
\end{equation}
Unlike $\rho$, $d$ need not be orthogonal to $\psi$, so use $d_\perp=d-s\psi$. Its coupling to $\psi$ is still $\gamma$, its squared norm is $b-s^2$, and its matrix element of $H-E$ is $h-2s\gamma$. The two-state determinant now gives
\begin{equation}
\delta B=\gamma^2,\qquad B=h-2s\gamma+\delta(b-s^2).
\label{scaleddrop}
\end{equation}
The eigenvector is $\psi-(\delta/\gamma)d_\perp$, so $C=-\delta/(\gamma+\delta s)$. Should this denominator vanish, the minimizer is $d$ itself, reached as $|C|\to\infty$; we include that case.

For $\psi_0$, use $\langle r\rangle=3/(2\alpha)$, $\langle r^2\rangle=3/\alpha^2$ and $q=(\alpha-1)^2$:
\begin{align}
\gamma&=q\left(\alpha-2\alpha+\tfrac32\alpha\right)=\tfrac12q\alpha,\\
s&=(\alpha-1)\left(1-\tfrac32\right)=-\tfrac12(\alpha-1),\\
b&=q(1-3+3)=q .
\end{align}
For $h$, put $f=1-\alpha r$. Integration by parts gives $\langle f\psi_0|H-E_0|f\psi_0\rangle=\tfrac12\langle f'^2\rangle+\langle f^2\psi_0|\rho_0\rangle$, hence
\begin{equation}
h=q\left[\frac{\alpha^2}{2}+(\alpha-1)\left(\frac\alpha2-\alpha\right)\right]
=\frac{q\alpha}{2}.
\end{equation}
Thus $h-2s\gamma=\alpha\gamma=q\alpha^2/2$ and $b-s^2=3q/4$. Setting $\delta=qx$ in Eq.~\eqref{scaleddrop} and dividing by $q^2$ gives
\begin{equation}
x\left(\frac{\alpha^2}{2}+\frac34qx\right)=\frac{\alpha^2}{4}.
\end{equation}
As $\alpha\to1$, $x\to\tfrac12$. Since $e_0=q/2$, the fraction removed is $2x\to1$. At $\alpha=1.5$ the positive root is $x=0.464$, so the fraction is 0.928. The energy falls by 3.157 eV, from $-10.204$ to $-13.361$ eV.

\section{Convergence of the scaled iteration}

\textsc{Q.} A good first step is not convergence. The steps could shrink so quickly that the energy stops above the ground state.

\textsc{A.} We must bound $\delta$ from below. Assume that the start lies below the 2s level:
\begin{equation}
\frac{\alpha^2}{2}-\alpha<-\frac18
\quad\Longleftrightarrow\quad |\alpha-1|<\frac{\sqrt3}{2}.
\end{equation}
After $n$ steps $\psi_n$ is a polynomial of degree at most $n$ times $e^{-\alpha r}$, and $d_n$ has degree at most $n+1$. Expand $d_n=\sum_{k=1}^{n+2}d_kS_k$ in Coulomb Sturmians, $S_k\propto L_{k-1}^{(1)}(2\alpha r)e^{-\alpha r}$. Laguerre's equation and orthogonality give
\begin{equation}
\left(H+\frac{\alpha^2}{2}\right)S_k=\frac{\alpha k-1}{r}S_k,\qquad
\left\langle S_j\left|\frac1r\right|S_k\right\rangle=\delta_{jk}.
\end{equation}
Therefore $\gamma=\langle d|1/r|d\rangle=\sum_kd_k^2$, and
\begin{equation}
\left\langle d\left|H+\frac{\alpha^2}{2}\right|d\right\rangle
\le[\alpha(n+2)-1]\gamma .
\end{equation}
The Laguerre recurrence gives $\langle S_k|S_k\rangle=k/\alpha$ and $\langle S_k|S_{k+1}\rangle=-\sqrt{k(k+1)}/(2\alpha)$; other overlaps vanish. Using $2|d_kd_{k+1}|\le d_k^2+d_{k+1}^2$ and $\sqrt{k(k-1)}+\sqrt{k(k+1)}\le2k$,
\begin{equation}
b\le\sum_k\frac{2k}{\alpha}d_k^2\le\frac{2(n+2)}{\alpha}\gamma .
\end{equation}

Let $E'=E-\delta\ge-\tfrac12$. Dropping $-\delta s^2$ from $B$ gives $B\le\langle d|H-E'|d\rangle-2s\gamma$. Here $-E'-\alpha^2/2\le(1-\alpha^2)/2$. For $\alpha\ge1$ this is not positive and can be dropped. For $\alpha<1$ the bound on $b$ turns it into at most $(1-\alpha^2)(n+2)\gamma/\alpha$, and $\alpha+(1-\alpha^2)/\alpha=1/\alpha$. Both cases read
\begin{equation}
\langle d|H-E'|d\rangle\le[m(n+2)-1]\gamma,\qquad m=\max(\alpha,1/\alpha).
\end{equation}

\textsc{Q.} The term $-2s\gamma$ could still be large if $s$ is very negative.

\textsc{A.} Integrating by parts in $s=\langle\psi|r(H-E)|\psi\rangle$ gives
\begin{equation}
s=\frac12\langle\psi'|r|\psi'\rangle-\frac12\left\langle\frac1r\right\rangle
-1-E\langle r\rangle ,
\end{equation}
where here $\psi'=d\psi/dr$. The first and last terms are nonnegative because $E<0$. The ground energy for nuclear charge 2 is $-2$, so $H-1/r\ge-2$, or $1/r\le H+2$. Hence $\langle1/r\rangle\le E+2<2$, $s\ge-2$ and $-2s\gamma\le4\gamma$. Equation~\eqref{scaleddrop} becomes
\begin{equation}
\delta_n=\frac{\gamma_n^2}{B_n}\ge\frac{\gamma_n}{m(n+2)+3}.
\label{growth}
\end{equation}

\textsc{Q.} This helps only if $\gamma$ cannot be tiny while the error is still large.

\textsc{A.} Let $\phi$ be the ground state, $c=\langle\phi|\psi\rangle$, $\chi=\psi-c\phi$ and $\Delta=-\tfrac18+\tfrac12=\tfrac38$. All iterates are s states, so $1-c^2\le e/\Delta$. Since $\langle\psi|\rho\rangle=0$ and $\langle\phi|\rho\rangle=-ec$, we have $\langle\chi|\rho\rangle=ec^2$. Moreover,
\begin{align}
\left\langle\chi\left|\frac1r\right|\chi\right\rangle
&\le\langle\chi|H+2|\chi\rangle
=E-c^2E_g+2(1-c^2)\nonumber\\
&=e+\frac32(1-c^2)\le e\left(1+\frac{3/2}{3/8}\right)=5e .
\end{align}
Cauchy's inequality for $r^{-1/2}\chi$ and $r^{1/2}\rho$ gives $(ec^2)^2\le5e\gamma$. Thus
\begin{equation}
\gamma\ge\frac{e c^4}{5}\ge\frac e5\left(1-\frac e\Delta\right)^2 .
\end{equation}
The energy never rises, so $e_n\le e_0<\Delta$. With Eq.~\eqref{growth},
\begin{equation}
e_{n+1}\le e_n\left[1-\frac{(1-e_0/\Delta)^2}{5[m(n+2)+3]}\right].
\end{equation}
The subtractions decrease as $1/n$, whose sum diverges. Since $1-z\le e^{-z}$, the product of the brackets tends to zero. Hence $E_n\to-\tfrac12$, or $-13.6057$ eV, and $c^2\to1$.

\textsc{Q.} With such small guaranteed gains, is the method usable even for hydrogen?

\textsc{A.} The guarantee is much weaker than the computed behaviour. For $\alpha=1.5$ the errors after 1, 2, 5 and 10 steps are 0.244, 0.0322, $2.07\times10^{-3}$ and $1.79\times10^{-4}$ eV. At step 134 the error is $2.6\times10^{-9}$ eV, whereas the proved bound is still 2.7 eV.

The progress does slow down. Doubling the steps from 10 to 20 reduces the error 16-fold, and from 50 to 100 22-fold. A fixed geometric factor would make the second reduction far larger. I conjecture that the cause is the growing range of Sturmian indices, which also weakens Eq.~\eqref{growth}; the inequality alone does not prove it. A more diffuse start, $\alpha=0.6$ per bohr, begins with a smaller error, 2.18 eV, yet takes 349 steps to reach $2.7\times10^{-9}$ eV.

\textsc{Q.} May I carry this conclusion over to atoms with several electrons?

\textsc{A.} Not from this proof. It uses hydrogen's Sturmians, its 2s gap and an exponential start with energy below the 2s level. With several electrons there are also singularities where electrons meet, and a positive scaling function must keep the correction's energy finite there too. If it does, a stationary finite-energy state again has zero residual wherever the function is positive. Convergence to the ground state would still need its own lower bound on the energy gain.

\section*{Calculated quantities}
\begin{verbatim}
Matrix: 29 levels, lowest 0.0, first excited 3.0, highest 30.0 eV
Matrix: initial ground-state weight 1.000e-08
Matrix: energy error after 0 steps 3.000378 eV
Matrix: energy error after 5 steps 3.000002 eV
Matrix: energy error after 10 steps 2.999999 eV
Matrix: energy error after 20 steps 2.999907 eV
Matrix: energy error after 40 steps 2.417726 eV
Matrix: energy error after 80 steps 0.000001 eV
Matrix: steps to an error below 1e-6 eV: 81
Hydrogen start: alpha 1.50 per bohr = 2.8346 per angstrom
Hydrogen start: energy -10.204270 eV, error 3.401423 eV
Hydrogen start: residual norm sigma 20.408540 eV
Hydrogen exact: ground energy -13.605693 eV, 2s -3.401423 eV
Unscaled, cutoff 1e-02 angstrom: drop 2.2793e-01 eV, small-cutoff law 2.8925e-01 eV
Unscaled, cutoff 1e-03 angstrom: drop 2.7645e-02 eV, small-cutoff law 2.8925e-02 eV
Unscaled, cutoff 1e-04 angstrom: drop 2.8723e-03 eV, small-cutoff law 2.8925e-03 eV
Unscaled, cutoff 1e-05 angstrom: drop 2.8897e-04 eV, small-cutoff law 2.8925e-04 eV
Oscillator control, width parameter 1.5: first unscaled step removes 91.34 % of the error
Unscaled, 10 functions: W 1.2757e+03 eV, first step removes 18.069 %, steps for 90 %: 30
Unscaled, 20 functions: W 5.0442e+03 eV, first step removes 8.611 %, steps for 90 %: 87
Unscaled, 40 functions: W 2.0026e+04 eV, first step removes 4.123 %, steps for 90 %: 266
Scaled: first-step drop 3.157212 eV, 92.820 % of the error
Scaled: after 1 steps energy -13.36148192 eV, error 2.442e-01 eV
Scaled: after 2 steps energy -13.57347921 eV, error 3.221e-02 eV
Scaled: after 3 steps energy -13.59583422 eV, error 9.859e-03 eV
Scaled: after 5 steps energy -13.60362356 eV, error 2.070e-03 eV
Scaled: after 10 steps energy -13.60551412 eV, error 1.790e-04 eV
Scaled: after 20 steps energy -13.60568173 eV, error 1.139e-05 eV
Scaled: after 50 steps energy -13.60569290 eV, error 2.220e-07 eV
Scaled: after 100 steps energy -13.60569311 eV, error 9.952e-09 eV
Scaled: last step computed 134, error 2.634e-09 eV
Scaled: guaranteed error bound at that step 2.7357 eV
Scaled, alpha 0.6 per bohr: initial error 2.176911 eV, after 349 steps 2.711e-09 eV
Irregular solution: energy -6.666790 eV, r*psi at the nucleus -0.2750 (arbitrary norm)
\end{verbatim}
